\section*{Vaporisation enthalpy from the Antoine equation, and when it is constant}

\section{Two energies from one vapour-pressure curve}

A model liquid precursor has a vapour pressure described by the coefficients $A=7.2$, $B=1500$ K and $C=-50$ K, with the pressure in Torr. The coefficient $B$, multiplied by $R\ln 10$, gives an energy of 28.72 kJ/mol. Yet the heat needed to vaporise one mole at 300 K, deduced from the same curve, is 41.35 kJ/mol, which is 44\% more. The difference comes from $C$, and so does the change of the heat with temperature as long as the vapour is ideal and the liquid volume negligible.

The three-parameter Antoine equation is
\begin{equation}
\log_{10}\frac{p_s(T)}{p_u}=A-\frac{B}{T+C},
\label{antoine}
\end{equation}
where $p_s$ is the saturation pressure, $p_u$ the unit of pressure and $T$ the absolute temperature. We take $B>0$ and $T+C>0$, so that the pressure rises smoothly with temperature. With $a=A\ln10$ and $b=B\ln10$, the natural logarithm is
\begin{equation}
\ln\frac{p_s}{p_u}=a-\frac{b}{T+C}.
\label{lnp}
\end{equation}
Energies and volumes are molar, and $\Delta$ means vapour minus liquid. The result to be derived is
\begin{equation}
\Delta H(T)=RB\ln10\left(\frac{T}{T+C}\right)^2 .
\label{result}
\end{equation}
It is derived for an ideal vapour and a liquid whose molar volume is negligible beside that of the vapour. It is constant over a temperature interval if and only if $C=0$.

\section{First derivation: the slope of the coexistence line}

At coexistence a mole has the same Gibbs energy in either phase, $g_v=g_l$. If we move along the coexistence line by $dT$ and $dp_s$, the equality persists, so $dg_v=dg_l$. For each phase $dg=-S\,dT+V\,dp$, and therefore
\begin{align}
-S_v\,dT+V_v\,dp_s&=-S_l\,dT+V_l\,dp_s,\\
\frac{dp_s}{dT}&=\frac{S_v-S_l}{V_v-V_l}=\frac{\Delta S}{\Delta V}.
\end{align}
Since $\Delta g=\Delta H-T\Delta S=0$ on the line, $\Delta S=\Delta H/T$. This gives the Clapeyron equation,
\begin{equation}
\frac{dp_s}{dT}=\frac{\Delta H}{T\,\Delta V}.
\label{clapeyron}
\end{equation}

Two approximations now enter. The vapour is ideal, so $V_v=RT/p_s$, and $V_l$ is dropped, so $\Delta V=RT/p_s$. Solving for the enthalpy,
\begin{equation}
\Delta H=T\,\frac{RT}{p_s}\frac{dp_s}{dT}
=RT^2\frac{d\ln p_s}{dT}.
\label{cc}
\end{equation}
Differentiating (\ref{lnp}), the constant $a$ disappears and the two minus signs cancel:
\begin{equation}
\frac{d\ln p_s}{dT}=-b\,\frac{d}{dT}(T+C)^{-1}
=\frac{b}{(T+C)^2}.
\label{slope}
\end{equation}
Inserting this in (\ref{cc}) gives (\ref{result}). Neither $A$ nor the unit of pressure matters, because multiplying every pressure by the same factor leaves the logarithmic slope unchanged.

For the model at 300 K,
\begin{equation}
\Delta H=28.72\left(\frac{300}{250}\right)^2
=28.72\times1.44=41.35\ \mathrm{kJ/mol},
\end{equation}
or 0.43 eV per molecule. The factor 1.44 is the excess noted at the start.

The condition for constancy follows from a plot against $x=1/T$. Because $dx=-dT/T^2$, equation (\ref{cc}) is also $\Delta H=-R\,d\ln p_s/dx$: the enthalpy is constant where the plot of $\ln p_s$ against $1/T$ is straight. Dividing numerator and denominator of (\ref{result}) by $T^2$,
\begin{equation}
\Delta H=\frac{Rb}{(1+Cx)^2}.
\label{hx}
\end{equation}
Suppose this has the same value at two different points $x_1$ and $x_2$. Both brackets are positive, since $1+Cx=(T+C)/T$, so the equality of their squares implies $1+Cx_1=1+Cx_2$. Hence $C(x_1-x_2)=0$, and $C=0$. Conversely, for $C=0$ the enthalpy is $Rb=RB\ln10$ at every temperature.

\section{Second derivation: Gibbs energies at fixed pressure}

The second route leaves the coexistence line. Hold the pressure at a chosen value $p_0$ and compare the two phases at temperature $T$, even where one of them is only metastable. The difference $\Delta g(T,p)$ vanishes at $p=p_s(T)$, and at fixed temperature its pressure derivative is $\Delta V$. Integrating from the saturation pressure to $p_0$, with the same two approximations,
\begin{equation}
\Delta g(T,p_0)=\int_{p_s(T)}^{p_0}\frac{RT}{p}\,dp
=RT\ln\frac{p_0}{p_s(T)}.
\label{dg}
\end{equation}
The sign is as it should be: below the saturation pressure $\Delta g$ is negative, and the vapour is the stable phase.

To extract the enthalpy, use $(\partial\Delta g/\partial T)_p=-\Delta S$:
\begin{align}
\left(\frac{\partial}{\partial T}\frac{\Delta g}{T}\right)_p
&=-\frac{\Delta S}{T}-\frac{\Delta g}{T^2}
=-\frac{T\Delta S+\Delta g}{T^2}\nonumber\\
&=-\frac{\Delta H}{T^2}.
\label{gh}
\end{align}
This is the Gibbs--Helmholtz equation. From (\ref{dg}) and (\ref{lnp}),
\begin{equation}
\frac{\Delta g}{T}=R\left[\ln\frac{p_0}{p_u}-a+\frac{b}{T+C}\right].
\end{equation}
Only the last term depends on temperature at fixed $p_0$. Its derivative is $-Rb/(T+C)^2$, and multiplication by $-T^2$ gives
\begin{equation}
\Delta H=\frac{RbT^2}{(T+C)^2},
\end{equation}
which is (\ref{result}) again. The pressure $p_0$ has dropped out. Within these approximations the enthalpy difference depends on temperature alone.

The same Gibbs energy gives the difference of heat capacities, $\Delta C_p=-T(\partial^2\Delta g/\partial T^2)_p$. The first derivative of $\Delta g$ is
\begin{equation}
R\left[\ln\frac{p_0}{p_u}-a+\frac{b}{T+C}\right]-\frac{RbT}{(T+C)^2}.
\end{equation}
Differentiating once more,
\begin{align}
\left(\frac{\partial^2\Delta g}{\partial T^2}\right)_p
&=-\frac{2Rb}{(T+C)^2}+\frac{2RbT}{(T+C)^3}\nonumber\\
&=\frac{-2Rb(T+C)+2RbT}{(T+C)^3}
=-\frac{2RbC}{(T+C)^3},
\end{align}
and hence
\begin{equation}
\Delta C_p=\frac{2RbCT}{(T+C)^3}.
\label{cp}
\end{equation}
Because $\Delta H$ does not depend on pressure here, its slope along the coexistence line is the same as its slope at fixed pressure: $d\Delta H/dT=\Delta C_p$. For positive $T$ this vanishes only if $C=0$. The constancy condition now has a caloric meaning: the two phases must have equal heat capacities.

For $C<0$ the liquid has the larger heat capacity. On warming, its enthalpy rises faster than that of the vapour, and the gap between them narrows. For the model at 300 K,
\begin{equation}
\Delta C_p=\frac{2(28\,720)(-50)(300)}{250^3}
=-55\ \mathrm{J/(mol\,K)}.
\end{equation}

\section{What each derivation assumes}

Both derivations assume equilibrium between a liquid and a vapour of the same substance, and both take the Antoine curve as given. They differ in where the volume difference must be known. The first uses $\Delta V$ on the coexistence line alone. The second uses it over the range of pressures between $p_s(T)$ and $p_0$, and in return describes the phases away from coexistence and yields $\Delta C_p$ directly.

For the enthalpy at coexistence the extra demand disappears. With a general $\Delta V(T,p)$, the difference is $\Delta g=\int_{p_s(T)}^{p_0}\Delta V\,dp$. Differentiating $\Delta g/T$ at fixed $p_0$ gives
\begin{align}
-\frac{\Delta H}{T^2}={}&-\frac{1}{T^2}\int_{p_s}^{p_0}\Delta V\,dp
+\frac1T\int_{p_s}^{p_0}\frac{\partial\Delta V}{\partial T}\,dp\nonumber\\
&-\frac{\Delta V(T,p_s)}{T}\frac{dp_s}{dT}.
\end{align}
The last term comes from the moving lower limit. If $p_0$ is set equal to $p_s(T)$ after the differentiation, both integrals vanish, and what remains is the Clapeyron equation (\ref{clapeyron}).

This also shows how to relax the approximations. Let the vapour have the volume $RT/p+\beta(T)$, where $\beta$ is its second virial coefficient, and let the liquid have a constant volume $v$. Then $\Delta V=RT/p_s+\beta-v$, and
\begin{align}
\Delta H&=T\,\frac{dp_s}{dT}\left(\frac{RT}{p_s}+\beta-v\right)\nonumber\\
&=\frac{RbT^2}{(T+C)^2}\left[1+\frac{(\beta-v)p_s}{RT}\right].
\label{nonideal}
\end{align}
A negative $\beta$, the sign produced by net attraction between vapour molecules, lowers the enthalpy; so does the volume of the liquid.

For an estimate take the rough values $\beta=-2000$ cm$^3$/mol at 300 K, scaled as $T^{-2}$, and $v=100$ cm$^3$/mol. At 300 K, where the pressure is 15.85 Torr, the two corrections are $-0.17\%$ and $-0.008\%$ of the ideal enthalpy. At the model's boiling point, 397.3 K at 760 Torr, they are $-3.5\%$ and $-0.3\%$. The vapour's non-ideality is the larger in both cases because $|\beta|$ exceeds $v$. These corrections grow quickly with temperature, so they can alter the slope of the enthalpy much more than its value. With these values, at 397.3 K the enthalpy falls by 3.8\%, while its slope along the coexistence line changes from $-27$ to $-57$ J/(mol K). The enthalpy difference now depends on pressure, so this slope is no longer $\Delta C_p$, which changes from $-27$ to $-47$ J/(mol K); at 300 K $\Delta C_p$ changes only from $-55$ to $-58$ J/(mol K). Near the boiling point the ideal formula (\ref{cp}) for $\Delta C_p$ is therefore much less reliable than (\ref{result}). Because the bracket in (\ref{nonideal}) depends on temperature, a curve with $C=0$ no longer implies a constant enthalpy.

Equation (\ref{nonideal}) was tested at 280, 300, 340 and 397.3 K by differentiating the Gibbs energies numerically at fixed pressure. The two agreed within one part in $10^9$ for the ideal case, for finite $v$ alone, and for finite $v$ and $\beta$ together.

\section{How nearly constant is the enthalpy?}

For $C\neq0$ there are two ways to be nearly constant. The first is $|C|\ll T$. With $y=C/T$ and $|y|<1$, the expansion $(1+y)^{-2}=1-2y+3y^2-\cdots$ gives
\begin{equation}
\Delta H=RB\ln10\left[1-\frac{2C}{T}+\frac{3C^2}{T^2}-\cdots\right].
\label{expand}
\end{equation}
For the model at 300 K, $y=-1/6$. The bracket is 1.333 to first order and 1.417 to second order, against the full value 1.440. The constant $RB\ln10$ is therefore a poor estimate of this enthalpy, although $|C|$ is only a sixth of $T$: the ratio enters with a factor of two.

Equation (\ref{expand}) also gives a constant as $T\to\infty$, but this limit is formal. A real liquid--vapour line ends at a critical point, where the two phases become identical and $\Delta H$ must vanish. For $C<0$ formula (\ref{result}) instead falls towards the positive value $RB\ln10$. It must fail before the critical point, where the vapour is far from ideal and the liquid volume is not negligible. At the other end, as $T\to-C$ from above, the formula diverges. That is a property of the fitting function and not of a liquid.

The second way is to use a narrow interval, over which the enthalpy may be nearly constant without being close to $RB\ln10$. Taking the logarithm of (\ref{result}) and differentiating,
\begin{equation}
\frac{d\ln\Delta H}{dT}=\frac2T-\frac2{T+C}
=\frac{2C}{T(T+C)}.
\end{equation}
A small relative change $\varepsilon$ thus needs a temperature change of about
\begin{equation}
\delta T\approx\frac{\varepsilon\,T(T+C)}{2|C|}.
\end{equation}
For $\varepsilon=0.01$ at 300 K this is $0.01\times300\times250/100=7.5$ K. The full formula gives a fall of 1\% after 7.75 K of warming. The linear estimate is slightly short, mainly because $T(T+C)$ grows with temperature, so the relative slope weakens on the way. From 280 to 340 K the enthalpy falls from 42.56 to 39.47 kJ/mol, or by 7.3\% of its initial value.

\section{The constant obtained from two pressures}

Suppose that only the pressures at $T_1$ and $T_2$ are used, and that a straight line is drawn between them in the plot of $\ln p_s$ against $1/T$. Its slope defines a single enthalpy,
\begin{equation}
\overline{\Delta H}=R\,\frac{\ln[p_s(T_2)/p_s(T_1)]}{1/T_1-1/T_2}.
\end{equation}
For Antoine pressures the numerator and denominator are
\begin{align}
\ln\frac{p_s(T_2)}{p_s(T_1)}
&=\frac{b}{T_1+C}-\frac{b}{T_2+C}
=\frac{b(T_2-T_1)}{(T_1+C)(T_2+C)},\\
\frac1{T_1}-\frac1{T_2}&=\frac{T_2-T_1}{T_1T_2}.
\end{align}
The temperature difference cancels in the ratio, leaving
\begin{equation}
\overline{\Delta H}=Rb\,\frac{T_1}{T_1+C}\,\frac{T_2}{T_2+C}
=\sqrt{\Delta H(T_1)\,\Delta H(T_2)}.
\end{equation}
The two-point enthalpy is the geometric mean of the end values. For 280 and 340 K it is $\sqrt{42.56\times39.47}=40.99$ kJ/mol. Such a value is reasonable within the interval, but two pressures cannot reveal whether the enthalpy varies, since a straight line passes through any two points.

Extrapolation exposes the variation. Freeze the enthalpy at its value at $T_0$, and let $p_f$ be the pressure predicted from $p_s(T_0)$. Its logarithmic error relative to the Antoine pressure is
\begin{align}
\ln\frac{p_f}{p_s}
&=\frac{\Delta H(T_0)}{R}\left(\frac1{T_0}-\frac1T\right)
-\frac{b(T-T_0)}{(T_0+C)(T+C)}\nonumber\\
&=\frac{b(T-T_0)}{T_0+C}
\left[\frac{T_0}{(T_0+C)T}-\frac1{T+C}\right].
\end{align}
Over a common denominator, the numerator of the bracket is $T_0(T+C)-T(T_0+C)=-C(T-T_0)$. Therefore
\begin{equation}
\ln\frac{p_f}{p_s}
=-\frac{bC(T-T_0)^2}{(T_0+C)^2\,T(T+C)}.
\label{frozen}
\end{equation}
The error starts at second order because the frozen line is tangent to the curve at $T_0$. For $C<0$ it is positive on both sides. With $T_0=300$ K the pressure is overestimated by 1.7\% at 280 K, 4.6\% at 340 K and 21\% at 397.3 K. A variation of the enthalpy that looks modest thus matters when the pressure is extrapolated over a hundred kelvin.

\section{Celsius coefficients}

If the temperature is entered as $t=T-273.15$ in degrees Celsius, the same curve has the denominator $t+C_t$, with $C_t=C+273.15$. Here $C_t=223.15$. A temperature difference is the same on both scales, so the slope (\ref{slope}) is unchanged, but the factor $T^2$ in (\ref{cc}) came from the ideal-gas law and from $\Delta S=\Delta H/T$. It remains absolute:
\begin{equation}
\Delta H=RB\ln10\left(\frac{t+273.15}{t+C_t}\right)^2.
\end{equation}
Constancy requires $C_t=273.15$, not $C_t=0$. Putting $t^2$ in the numerator at 300 K would give 0.33 kJ/mol instead of 41.35 kJ/mol.

\section{Delivery from a bubbler}

In a bubbler, a carrier gas passes through the liquid and leaves with precursor vapour. If it leaves saturated and the gases are ideal, the molar flow of precursor is $\dot n_c\,p_s/(P-p_s)$, where $\dot n_c$ is the carrier flow and $P$ the total pressure. At fixed $\dot n_c$ and $P$, and for $p_s\ll P$, it is nearly proportional to $p_s$. Equation (\ref{cc}) then links delivery to the enthalpy: $d\ln p_s/dT=\Delta H/(RT^2)$, which is 5.5\% per kelvin for the model at 300 K.

The carrier also presses on the liquid and raises its Gibbs energy by $v(P-p_s)$. For an ideal vapour and an insoluble carrier, the partial pressure $p'$ at equilibrium satisfies
\begin{equation}
RT\ln\frac{p'}{p_s}=v(P-p_s).
\end{equation}
With $P=760$ Torr, $p'$ exceeds $p_s$ by 0.4\% at 300 K. A warming of less than 0.1 K has the same effect. This is only the compression of the liquid. In a real gas mixture the attraction between precursor and carrier molecules adds about $-2\beta_{12}P/(RT)$ to $\ln(p'/p_s)$, where $\beta_{12}$ is the cross virial coefficient. For $\beta_{12}\approx-200$ cm$^3$/mol, a rough estimate for nitrogen or argon, this term is 1.6\%, larger than the compression term.

The coefficients are round numbers in the rough regime of a volatile metal alkyl such as diethylzinc, which boils a little below 400 K and has a vapour pressure of order 10 Torr near room temperature. They are not a fit to that compound. A working bubbler can break the assumption that the liquid is at the set temperature, since evaporation removes heat: each kelvin of cooling near 300 K would lower the model's saturation pressure by about 5.5\%. The carrier may also leave unsaturated, which reduces delivery without changing $\Delta H$. If the precursor decomposes into gases, or its molecules associate in the vapour, the measured pressure no longer belongs to one ideal vapour species, and (\ref{result}) need not give its enthalpy of vaporisation. These chemical effects are not estimated here. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Antoine A (p in Torr): 7.2
Antoine B: 1500 K
Antoine C: -50 K
Antoine constant for Celsius temperature: 223.15 deg C
gas constant R: 8.3145 J/(mol K)
R B ln10: 28.72 kJ/mol
model boiling point at 760 Torr: 397.3 K
at 280.0 K, pressure: 4.77 Torr
at 280.0 K, vaporisation enthalpy: 42.56 kJ/mol
at 280.0 K, enthalpy correction from virial term: -0.063 %
at 280.0 K, enthalpy correction from liquid volume: -0.0027 %
at 300.0 K, pressure: 15.85 Torr
at 300.0 K, vaporisation enthalpy: 41.35 kJ/mol
at 300.0 K, enthalpy correction from virial term: -0.169 %
at 300.0 K, enthalpy correction from liquid volume: -0.0085 %
at 340.0 K, pressure: 106.56 Torr
at 340.0 K, vaporisation enthalpy: 39.47 kJ/mol
at 340.0 K, enthalpy correction from virial term: -0.783 %
at 340.0 K, enthalpy correction from liquid volume: -0.0503 %
at 397.3 K, pressure: 760.00 Torr
at 397.3 K, vaporisation enthalpy: 37.58 kJ/mol
at 397.3 K, enthalpy correction from virial term: -3.498 %
at 397.3 K, enthalpy correction from liquid volume: -0.3067 %
enthalpy at 300 K: 0.4286 eV per molecule
factor [T/(T+C)]^2 at 300 K: 1.4400
first-order factor 1-2C/T at 300 K: 1.3333
second-order factor at 300 K: 1.4167
heat-capacity difference at 300 K: -55.1 J/(mol K)
relative enthalpy slope at 300 K: -0.1333 %/K
enthalpy change from 280 to 340 K: -7.25 %
interval above 300 K for 1% fall: 7.75 K
linear estimate of that interval: 7.50 K
two-point enthalpy, 280 and 340 K: 40.99 kJ/mol
frozen-enthalpy pressure error at 280.0 K: 1.73 %
frozen-enthalpy pressure error at 340.0 K: 4.59 %
frozen-enthalpy pressure error at 397.3 K: 20.87 %
wrong enthalpy if Celsius t is squared: 0.33 kJ/mol
pressure change per kelvin at 300 K: 5.53 %/K
assumed virial coefficient at 300 K: -2000 cm3/mol
assumed liquid molar volume: 100 cm3/mol
total pressure in bubbler: 760 Torr
vapour-pressure rise from total pressure: 0.399 %
\end{verbatim}
